# Wrinkling wavelength of a compressed stiff film on a compliant substrate, part 2

A flat elastic film of thickness \(h\) is bound to a much softer substrate filling \(z<0\) and is compressed along \(x\) until it wrinkles. We seek the spacing and height of the wrinkles, and the film modulus that follows from the spacing. The axis \(y\) runs along the crests, \(z\) points upward, and there is no strain along \(y\) (plane strain) unless stated otherwise. The compressive strain \(\varepsilon\) and force per unit width \(N\) are counted positive; stresses \(\sigma_{ij}\) are positive in tension.

Indices \(f\) and \(s\) mean film and substrate. Young's modulus is \(E\), Poisson's ratio \(\nu\), and \(\bar E=E/(1-\nu^2)\); also \(\mu=E_s/[2(1+\nu_s)]\) and \(D=\bar E_fh^3/12\). The upward deflection is \(w(x)\), and \(u(x)\) is the midplane's horizontal displacement beyond uniform compression. A prime means \(d/dx\), and angle brackets average over one period.

For \(w=A\cos kx\), the normal traction amplitude \(P\) at the substrate surface is, without shear traction and without horizontal motion respectively,

\[
P=\frac{\bar E_sk}{2}A . \tag{3}
\]
\[
P=\frac{4(1-\nu_s)}{3-4\nu_s}\,\mu kA . \tag{4}
\]

Without shear traction, the substrate stores the energy \(\bar E_skA^2/8\) per unit area, and a wave can exist at the force

\[
N(k)=Dk^2+\frac{\bar E_s}{2k}=\frac{\bar E_fh^3k^2}{12}+\frac{\bar E_s}{2k}. \tag{5}
\]

Its minimum, \(N_c=\bar E_fh\varepsilon_c\), lies at \(k_0\), with \((k_0h)^3=3\bar E_s/\bar E_f\). The wavelength \(\lambda=2\pi/k_0\) and critical strain are

\[
\boxed{\;\lambda=2\pi h\left(\frac{\bar E_f}{3\bar E_s}\right)^{1/3}\;} \tag{8}
\]
\[
\varepsilon_c=\frac{(k_0h)^2}{4}=\frac14\left(\frac{3\bar E_s}{\bar E_f}\right)^{2/3}. \tag{9}
\]

Bonding changes the wavelength, to leading order in \(kh\), by the factor

\[
\frac{\lambda_{\rm bonded}}{\lambda}=\left[\frac{3-4\nu_s}{4(1-\nu_s)^2}\right]^{1/3}. \tag{10}
\]

The substrate solution of section (b) has displacements \(U\sin kx\) along \(x\) and \(W\cos kx\) along \(z\), where \(U=(a+bs)e^{s}\), \(W=(c+ds)e^{s}\), \(s=kz\), \(d=-b\) and \(a+c=(3-4\nu_s)b\). Here \(a\) and \(c\) are the horizontal and vertical surface amplitudes.

### (e) What happens when the strain exceeds the critical value?

*Allow any superposition of waves. Take the interface free of shear traction and hold the overall compression \(\varepsilon\) fixed. Find the state of least energy.*

**Solution.** Let \(w=\sum_kA_k\cos(kx+\phi_k)\). Without shear traction the horizontal force in the film cannot vary along \(x\), so the midplane strain \(e=-\varepsilon+u'+w'^2/2\) is uniform and equals its average. Since \(\langle u'\rangle=0\),

\[
e=-\varepsilon+q,\qquad q=\tfrac12\langle w'^2\rangle=\sum_kq_k,\qquad q_k=\frac{k^2A_k^2}{4}.
\]

The quantity \(q\) is the part of the compression taken up by waviness. Waves of different \(k\) do not mix in the averages of quadratic terms. The bending energy is \(\tfrac D2\langle w''^2\rangle=\sum_kDk^4A_k^2/4=\sum_kq_kDk^2\). The substrate energy is \(\sum_k\bar E_skA_k^2/8=\sum_kq_k\bar E_s/(2k)\). The total energy per unit area is

\[
F=\frac{\bar E_fh}{2}(\varepsilon-q)^2+\sum_kq_kN(k). \tag{11}
\]

For a given \(q\) the sum is least when all of \(q\) sits in the wave with the smallest \(N(k)\), which is \(k_0\). In this model a single sinusoid is therefore preferred at every strain above the threshold, and its wavelength does not change as the strain grows. It remains to minimize \(\bar E_fh(\varepsilon-q)^2/2+q\bar E_fh\varepsilon_c\) over \(q\ge0\). The derivative vanishes at \(q=\varepsilon-\varepsilon_c\), which is allowed if \(\varepsilon>\varepsilon_c\). The membrane then stays at the compression \(\varepsilon_c\), and all further shortening goes into the wrinkles. From \(q=k_0^2A^2/4\) and \(k_0^2=4\varepsilon_c/h^2\),

\[
A=\frac{2\sqrt{\varepsilon-\varepsilon_c}}{k_0}=h\sqrt{\frac{\varepsilon}{\varepsilon_c}-1}. \tag{12}
\]

The amplitude grows continuously from zero. The result rests on small slopes and on a linear substrate, and it loses its footing as \(k_0A\) approaches one.

### (f) What are the numbers for a film used in buckling metrology?

*Take \(h=100\) nm, \(E_f=3000\) MPa, \(\nu_f=0.33\), \(E_s=2.0\) MPa, \(\nu_s=0.49\) and an applied strain of 1 %. Find the wavelength, critical strain and amplitude, and state how the film modulus follows from a measured wavelength.*

**Solution.** The plane-strain moduli are

\[
\bar E_f=\frac{3000}{1-0.33^2}=3367\ \text{MPa},\qquad
\bar E_s=\frac{2.0}{1-0.49^2}=2.632\ \text{MPa}.
\]

Their ratio is 1279, and the cube root of one third of it is 7.527. Hence

\[
\lambda=2\pi(100\ \text{nm})(7.527)=4729\ \text{nm}=4.73\ \mu\text{m}.
\]

The small parameter is \(k_0h=1/7.527=0.133\), and the critical strain is \(\varepsilon_c=0.1329^2/4=0.44\,\%\). The film stress at threshold is \(\bar E_f\varepsilon_c=14.9\) MPa. At 1 % strain

\[
A=(100\ \text{nm})\sqrt{\frac{1.00}{0.4413}-1}=113\ \text{nm}.
\]

To measure the film modulus, solve (8) for it:

\[
\bar E_f=3\bar E_s\left(\frac{\lambda}{2\pi h}\right)^3,\qquad
\frac{\delta\bar E_f}{\bar E_f}=\frac{\delta\bar E_s}{\bar E_s}+3\frac{\delta\lambda}{\lambda}-3\frac{\delta h}{h}. \tag{13}
\]

The second relation follows by taking the logarithm and differentiating. A wavelength read 1 % too long makes the modulus 3.0 % too high, and a relative error in thickness counts three times as well. The critical strain is not needed for the measurement. Young's modulus follows from \(E_f=(1-\nu_f^2)\bar E_f\), if the Poisson ratio of the film is known.

The amplitude and the choice of wave were tested by a separate numerical minimization for these parameters. The period was fixed at four times the wavelength (8). The deflection contained the nine longest waves that fit in it, with free amplitudes and phases, and the horizontal displacement of the film was also free. Starting from small random values, the minimum held four wrinkles with an amplitude of 112.5 nm and a mean membrane compression of 0.441 %. These values agree with (12) and with \(\varepsilon_c\). The membrane strain came out uniform to within a thousandth of \(\varepsilon_c\).

### (g) Do the laws hold without the thin-plate approximation?

*Compare (8) with a two-dimensional elastic calculation of both layers.*

**Solution.** In the comparison the film is a solid layer bonded to the substrate, and no assumption is made about its cross-sections. Both layers carry the compressive stress that belongs to the same strain \(\varepsilon\). The displacements are sinusoidal in \(x\) and polynomial in depth, and the bottom of the substrate is clamped far below the surface. For each \(k\) the smallest strain at which a wave can exist follows from an eigenvalue problem, and the lowest of these strains over all \(k\) selects the wavelength. With \(\nu_s=0.49\) and \(\nu_f=0.33\) held fixed, the results are:

| \(\bar E_f/\bar E_s\) | \(\lambda/h\), two-dimensional | \(\lambda/h\), equation (8) |
|---|---|---|
| \(10^2\) | 20.27 | 20.22 |
| \(10^3\) | 43.58 | 43.57 |
| \(10^4\) | 93.86 | 93.86 |
| \(10^5\) | 202.19 | 202.21 |

Between the last two ratios the wavelength grows with the power 0.3333 of the modulus ratio. At the ratio \(10^5\) the two-dimensional value lies about 0.01 % below (8). The bonding factor (10) for \(\nu_s=0.49\) is 0.99987, which accounts for a difference of this sign and size. With \(\nu_s=0.30\) and the same modulus ratio, the two-dimensional wavelength is 0.972 times that of (8), and (10) also gives 0.972.

The proportionality to thickness was tested with the example's materials on a substrate of fixed depth, 20,000 nm. Films of 50, 100 and 200 nm gave wavelengths of 2365, 4731 and 9461 nm.

For the example itself the two-dimensional wavelength exceeds that of (8) by 0.03 %, and the critical strain is 0.7 % below that of (9). Relative differences this small are comparable with the compressive strain itself, so their exact values depend on how the initial stress enters the two-dimensional model. If the two-dimensional wavelength is treated as a measurement and inserted in (13), the recovered Young's modulus is 3003 MPa, 0.1 % above the value put in. This close agreement is partly a cancellation. With no initial stress in the substrate the wavelength lies 0.4 % below (8) and the recovered modulus is 1.2 % too low, and with neo-Hookean layers (wavelength measured along the uncompressed material) it lies 0.6 % above and the modulus is 1.8 % too high. Finite film thickness, bonding and the initial stress together thus shift the wavelength by about half a per cent or less here, and the inferred modulus by up to one or two per cent.

### (h) Which neglected effects matter for this film?

*Estimate the effects of finite substrate depth, finite compression, sideways expansion and wrinkle height, and compare the model with a real test piece.*

**Solution.** *Substrate depth.* In the two-dimensional calculation, a clamped bottom at a depth of half a wavelength shortens the wavelength by 9.8 % relative to a deep substrate. At a depth of one wavelength the shift is 0.2 %, and at two wavelengths it is below 0.001 %. For this example, then, a substrate about 5 µm deep and held at its bottom already behaves nearly as a half-space. A free-standing layer of that depth does not: film and substrate would buckle together in long waves at a strain below \(\varepsilon_c\).

*Finite compression.* Once formed, the wrinkles are carried along by the material as it shortens. If (8) is taken to give the spacing measured along the uncompressed material, the spacing seen at 1 % compression is 4682 nm instead of 4729 nm. Ignoring this would make the inferred modulus 3.0 % too low. This is an estimate of size, since other corrections of first order in the strain, such as the nonlinear elasticity of the substrate, have not been calculated.

*Sideways expansion.* A test piece that is squeezed along \(x\) and free at its sides expands along \(y\). If the substrate, of depth \(H\), is so thick that \(\bar E_fh\ll\bar E_sH\), it sets this expansion, \(\varepsilon_{yy}=\nu_s\varepsilon\), and the film follows. Hooke's law for the flat film then gives

\[
\sigma_{xx}=\bar E_f(-\varepsilon+\nu_f\nu_s\varepsilon)=-\bar E_f\varepsilon(1-\nu_f\nu_s),\qquad
\sigma_{yy}=\bar E_f(\nu_s-\nu_f)\varepsilon .
\]

The film reaches the critical stress at the applied strain \(\varepsilon_c/(1-\nu_f\nu_s)=0.53\,\%\) instead of 0.44 %, an increase of 19 %. The stress along the crests is tensile, because \(\nu_s>\nu_f\) here, so it does not cause buckling in that direction. The wavelength of straight wrinkles is unchanged, since the function \(N(k)\) that selects it does not contain the applied strain. The amplitude does change. The film stress stays at its critical value, so the wrinkles take up only \(q=\varepsilon(1-\nu_f\nu_s)-\varepsilon_c\), and at 1 % strain the amplitude is 95 nm instead of 113 nm. The estimates of wrinkle height below are for plane strain.

*Wrinkle height.* At 1 % strain the largest slope is \(k_0A=0.15\). Replacing the true excess length of the curved film by \(w'^2/2\) overestimates that excess by 0.4 %. For an incompressible substrate, the solution in (b) with \(a=0\) and \(b=c=A\) has principal strains of size \(k_0A\,|s|e^s\), with \(s=k_0z\). They vanish at the surface and are largest at the depth \(1/k_0\), where they reach \(k_0A/e\simeq5.5\,\%\) (here \(e\) is the base of natural logarithms). The substrate of the example is nearly incompressible, so its largest strains are of similar size, though they do not vanish exactly at the surface under a bonded film, and the linear treatment of a rubber is an approximation. In the film, the largest bending strain is

\[
\frac h2k_0^2A=\frac{(k_0h)(k_0A)}{2}=0.99\,\% .
\]

On the outer face of a crest it is tensile and is partly offset by the membrane compression, which leaves \(0.99-0.44=0.55\,\%\). Glassy polystyrene can craze at tensile strains from a few tenths of a per cent up to roughly one per cent, depending on preparation and time under load. In this plane-strain model the film reaches 0.5 % at an applied strain of about 0.94 % and 1 % at about 1.6 %, so the example is already near the limit of elastic behaviour.

*The real case.* The parameters resemble a glassy polystyrene film on a silicone rubber, a pair used in buckling metrology. A film modulus of a few GPa and a rubber modulus of about one to a few MPa are rough typical values, and they lead to wavelengths of micrometres for films of this thickness. Rubber slabs in such tests are commonly of the order of a millimetre thick, hundreds of wavelengths here, so their depth is no concern for the wavelength. It does matter for the sideways expansion: for a 1 mm slab \(\bar E_fh/(\bar E_sH)\approx0.13\), and the film partly restrains the rubber. The plane-strain condition is broken when the sides are free, which raises the critical strain by up to the 19 % found above (17 to 18 % for a 1 mm slab, with an amplitude of 96 to 99 nm at 1 % strain) and lowers the amplitude, but leaves the wavelength unchanged. The rubber modulus depends on how the rubber was mixed and cured, so it has to be measured on the same batch. By (13), a 10 % error in it becomes a 10 % error in the film modulus.

The numerical output below lists most of the computed values with further digits.

## Values computed for the example and the checks

```
film thickness h = 100 nm
film Young modulus = 3000 MPa, Poisson ratio = 0.33
substrate Young modulus = 2.0 MPa, Poisson ratio = 0.49
film plane-strain modulus = 3366.6 MPa
substrate plane-strain modulus = 2.6319 MPa
plane-strain modulus ratio = 1279.1
cube root of ratio/3 = 7.5266
formula wavelength = 4729.1 nm = 4.729 um
k h = 0.1329
formula critical strain = 0.4413 %
critical film stress = 14.86 MPa
free film, kh=0.05: 2D buckling strain / plate value = 0.99909
nu_s=0.30: stiffness/(E_s k), no shear = 0.54945, no slip = 0.59829
nu_s=0.49: stiffness/(E_s k), no shear = 0.65798, no slip = 0.65823
ratio 1e+02: wavelength/h, 2D = 20.274, formula = 20.221
ratio 1e+03: wavelength/h, 2D = 43.583, formula = 43.565
ratio 1e+04: wavelength/h, 2D = 93.857, formula = 93.858
ratio 1e+05: wavelength/h, 2D = 202.191, formula = 202.212
2D exponent between ratios 1e4 and 1e5 = 0.33330
nu_s=0.30, ratio 1e5: wavelength factor, 2D = 0.9720, derived = 0.9720
derived factor for the example substrate = 0.99987
h=50 nm, depth 20000 nm: 2D wavelength = 2365.3 nm
h=100 nm, depth 20000 nm: 2D wavelength = 4730.6 nm
h=200 nm, depth 20000 nm: 2D wavelength = 9461.3 nm
example, 2D wavelength = 4730.6 nm (0.03 % from formula)
example, 2D critical strain = 0.4381 % (-0.73 % from formula)
film plane-strain modulus recovered from 2D wavelength = 3369.9 MPa
recovered film Young modulus = 3002.9 MPa (error 0.10 %)
modulus change for a 1 % longer measured wavelength = 3.03 %
applied strain = 1.00 %
formula amplitude = 112.52 nm
nonlinear minimum: waves in box of four wavelengths = 4
nonlinear minimum: amplitude = 112.52 nm
nonlinear minimum: mean membrane compression = 0.4413 %
substrate depth 0.5 wavelengths: wavelength shift = -9.816 %
substrate depth 1.0 wavelengths: wavelength shift = -0.218 %
substrate depth 2.0 wavelengths: wavelength shift = -0.000 %
wavelength carried along by 1 % compression = 4681.8 nm
modulus error if this shortening is ignored = -2.97 %
free lateral expansion: critical applied strain = 0.5264 % (x 1.1929)
largest slope k A = 0.1495
small-slope error of the arc-length excess = 0.42 %
peak bending strain = 0.993 %, peak tensile film strain = 0.552 %
```
